Does misfit strain favour needle-shaped filaments?

Q: I explain the needle shape of conducting filaments in oxide memories by elasticity. The filament has a different natural volume from the oxide around it. A needle is thin, so it should strain its surroundings little, and the lowest elastic energy should belong to the longest needle. Do you accept that?

A: Let us calculate the energy before choosing a shape. Take an infinite, linear, isotropic body with shear modulus μ, Poisson ratio ν, Lamé constant λ and bulk modulus K = λ + 2μ/3. A region of volume V, the inclusion, would, if cut free, expand by the linear strain e₀ equally in all directions. This is a purely dilatational misfit. The inclusion stays bonded to the matrix and has the same elastic constants.

Let χ be 1 inside and 0 outside, u the displacement and η_ij the total strain, (∂_i u_j + ∂_j u_i)/2. Only strain in excess of the misfit produces stress:

σ_ij = λδ_ij(div u − 3e₀χ) + 2μ(η_ij − e₀χδ_ij)
 = λδ_ij div u + 2μη_ij − 3Ke₀χδ_ij,

because 3λ + 2μ = 3K. Force balance, ∂_jσ_ij = 0, becomes

μ∇²u_i + (λ+μ)∂_i div u = 3Ke₀∂_iχ.

Try u = ∇φ. Both terms on the left then contain ∂_i∇²φ, so

(λ+2μ)∂_i∇²φ = 3Ke₀∂_iχ.

The strain vanishes far away, so there is no constant of integration:

∇²φ = g e₀χ, g = 3K/(λ+2μ).

With λ = 2μν/(1−2ν), we have 3K = 2μ(1+ν)/(1−2ν) and λ+2μ = 2μ(1−ν)/(1−2ν). Hence g = (1+ν)/(1−ν). The trial form loses nothing: the difference between two decaying solutions would be a decaying solution without any misfit, which has zero elastic energy and hence zero strain.

Q: But φ is the potential of a charged body of the filament's shape. Surely the shape enters there.

A: It enters φ and the individual strains, but not their trace: div u = ∇²φ = g e₀ everywhere inside. The energy needs only that trace. Start from

W = ½∫σ_ij(η_ij − e₀χδ_ij) d³r.

Since σ is symmetric, σ_ijη_ij = σ_ij∂_j u_i. Integration by parts leaves −∫u_i∂_jσ_ij d³r, which is zero by force balance, and a term on a distant surface. There u falls as 1/r², σ as 1/r³, and the area grows as r², so that term vanishes too. At the inclusion boundary u and the traction are continuous, so nothing is left there. Therefore

W = −(e₀/2)∫_V σ_kk d³r.

Inside, σ_kk = 3K(div u − 3e₀) = 3Ke₀(g−3), and

g − 3 = (1+ν−3+3ν)/(1−ν) = −2(1−2ν)/(1−ν).

Thus

W/V = 3Ke₀²(1−2ν)/(1−ν) = 2μ(1+ν)e₀²/(1−ν) = 2μg e₀².

No property of the shape was used. Under these assumptions a needle, a sphere and a plate of equal volume cost the same. The region need not even be connected: cutting a filament in two at fixed total volume leaves W unchanged.

Q: I would like to see that for something with corners, obtained another way.

A: Replace the misfit by the forces it exerts on the boundary, and add their energy using the displacement field of a point force. For μ = 80 GPa, ν = 0.3 and e₀ = 0.01, this double surface integral gives 0.1855 eV/nm³ for a cube, for a 1:1:5 bar and for a 5:5:1 slab. The formula gives 2 × 80 GPa × 1.857 × 10⁻⁴ = 29.7 MPa, which is also 0.1855 eV/nm³.

Q: Then what was wrong with my picture of a thin needle disturbing its surroundings little?

A: It counts the matrix energy and omits the inclusion's own. For an ellipsoid we can separate them.

Consider first a uniform charge density ρ filling an ellipsoid with semi-axes a_i, in a medium of permittivity ε. From an interior point x, let ℓ(n) be the distance to the surface along the unit vector n. Coulomb's 1/r² cancels the r² of the volume element, so the field is −(ρ/4πε)∫n ℓ(n) dΩ. The surface condition Σ(x_i+ℓn_i)²/a_i² = 1 is quadratic in ℓ. Its positive root is

ℓ = [−Σx_i n_i/a_i² + (a square root even in n)]/(Σn_j²/a_j²).

The even part integrates to zero against n. What remains is

E_i = (ρ/ε)N_i x_i,
N_i = (1/4π)∫dΩ (n_i²/a_i²)/(Σn_j²/a_j²).

Clearly N₁+N₂+N₃ = 1. A sphere has N = (1/3, 1/3, 1/3), a long needle (1/2, 1/2, 0) and a wide plate (0, 0, 1). Our u = ∇φ has no curl and has divergence g e₀ inside, just as E has no curl and has divergence ρ/ε, so η_ii = g e₀N_i inside (no sum).

The elastic strain along axis i is e₀(gN_i−1). Its trace is e₀(g−3), and its trace-free part is g e₀(N_i−1/3). The energy stored inside, per volume, is therefore

w_in = ½Ke₀²(g−3)² + μg²e₀²(ΣN_i² − 1/3).

Dividing by 2μg e₀² gives the inside share:

w_in/(W/V) = 2(1−2ν)/[3(1−ν)] + [(1+ν)/(2(1−ν))](ΣN_i² − 1/3).

For ν = 0.3 this is 38% for the sphere, 54% for the long needle and 100% for the wide plate. So you were right that a needle burdens the matrix less than a sphere does. It pays the difference inside, where the matrix prevents it from extending along its axis.

Q: What, then, decides between a needle and a sphere in a memory cell?

A: Within equilibrium thermodynamics, terms that do depend on shape. Let us compare two of them for a conducting nucleus, with round parameters: a sphere of radius R = 1.5 nm against a needle of aspect ratio q = 5, at the same volume of 14.14 nm³. The needle's semi-axes are Rq^(2/3) and Rq^(−1/3), so it is 8.77 nm long and 1.75 nm wide. It fits in a 10 nm film, though for the moment I keep the infinite-body elasticity.

The elastic energy is 0.1855 × 14.14 = 2.62 eV for both. It makes the nucleus more costly without selecting its shape.

For the interface energy I take 0.3 J/m², the same on all faces. Integrating the surface of revolution gives 38.62 nm² for the needle, against 4πR² = 28.27 nm² for the sphere. The needle costs an extra 0.3 J/m² × 10.35 nm² = 19.4 eV.

Q: And the applied field? Surely that pulls the filament out into a needle.

A: It does act in that direction. Treat the nucleus as an uncharged conductor in a linear dielectric, far from the electrodes, with its long axis along the field E. Its surface charge is that of a uniform polarization P, which is two oppositely charged ellipsoids slightly displaced. By the field just found, they produce −PN/ε inside, where N is the factor along the axis. A conductor has no interior field, so P = εE/N and its dipole moment is p = εEV/N.

Now hold the electrode voltage U fixed, across a gap L. The dipole draws an extra charge p/L onto the electrodes. The free energy including the voltage source changes by −(charge)dU, so the nucleus contributes −(p/L)dU = −p dE. Since p is proportional to E, integration from zero gives

F_el = −εE²V/(2N).

A thin conducting plate across the field, of thickness d and area A, is a check. Here N = 1. It raises the capacitance by εAd/L² to first order in d, and −½(εAd/L²)U² = −½εE²Ad agrees.

For the needle the angular integral reduces, with c = n_z, to

N = ∫₀¹ c² dc/[q² − (q²−1)c²].

Put s = √(q²−1). The integrand is −1/s² + (q²/s²)/(q²−s²c²), and (q+s)(q−s) = 1, so

N = (1/s²)[(q/s)ln(q+s) − 1] = 0.0558 for q = 5.

With relative permittivity 25 and E = 1 MV/cm, the sphere has F_el = −0.293 eV. The needle's value is larger by the factor 1/(3N) = 5.97, which gives −1.75 eV. The field thus favours the needle by 1.46 eV, while the interface opposes it by 19.4 eV. The sphere wins by 17.9 eV.

Q: So a stronger field would reverse the order?

A: In this model, yes. The electric gain grows as E², so the two terms balance at

E = 1 MV/cm × √(19.38/1.456) = 3.65 MV/cm.

This compares two chosen shapes only and is not a threshold for needle formation: at that field a slightly elongated nucleus (q near 1.3) and a longer needle (q near 6) both lie below them, while shapes in between lie up to about 1.7 eV above the sphere. Across a 10 nm film the field corresponds to 3.65 V. A few volts is a plausible forming voltage, so the sphere's advantage at 1 MV/cm does not rule out a field-driven needle during forming. The model is strained at such fields, however. Just outside the needle's tip the field is P/ε = E/N. At an applied 1 MV/cm it is already 17.9 MV/cm, and at the balance point it would be about 65 MV/cm. Such fields exist only close to the tip, whose radius of curvature is the squared transverse semi-axis over the axial one, 0.877²/4.386 = 0.18 nm. They therefore do not give a tunnelling distance directly. Dividing a 1.5 eV barrier by the tip field gives 0.84 nm, which the output prints as a tunnel width, but this is too short. The whole needle is at the potential of its centre, and its induced charges reduce the potential difference between the centre and a point further along the axis. At 1 MV/cm the drop from the tip to a point 0.84 nm beyond it is therefore less than 0.1 V/nm × (4.39 + 0.84) nm = 0.52 V, not 1.5 V. In a 10 nm film that point would even lie beyond the electrode, which is 0.61 nm from the tip of a centred needle and differs from it in potential by only 0.5 V. Charge injection and local breakdown may still enter before the balance point, and the linear dielectric model contains neither. It also treats the electrodes as distant. In a 10 nm film they lie close to the needle's tips, which raises its polarization and tip field and lowers the balance field somewhat. Finally, a tip radius of 0.18 nm is smaller than an atomic spacing, and a real conductor lets the field in over its screening length, which need not be small against the needle's width. The tip fields are therefore values for an ideal continuum conductor, not predictions for a real filament.

Q: Real filaments need not have the stiffness of the oxide. Could that restore my argument?

A: It restores a shape dependence, but not a preference for needles. The displacement minimizes the energy, so a small stiffness change affects W, to first order, only through the stiffness itself. If both moduli of the inclusion change by a fraction x at fixed ν, then δW = xVw_in. Softening lowers most the energy of the shape that stores most inside, which is the plate. Stiffening favours the sphere. Among ellipsoids ΣN_i² is smallest for the sphere and largest for the plate, with the long needle between them.

For an inclusion with 0.8 times the matrix stiffness we can go beyond first order. Let subscript I mark its moduli.

In a sphere, u = Ar inside and AR³/r² outside. The radial stress is 3K_I(A−e₀) inside and −4μA outside. Equating them gives A = 3K_I e₀/(3K_I+4μ). The stress inside is hydrostatic, so W/V = −(e₀/2)(−12μA) = 6μe₀A.

In a long needle the total axial strain is zero. The radial displacement is Ar inside and falls as 1/r outside, where the radial stress at the boundary is −2μA. Matching it to the inside value, 2(λ_I+μ_I)A − 3K_I e₀, gives

A = 3K_I e₀/[2(λ_I+μ_I+μ)].

The axial stress is 2λ_I A − 3K_I e₀, and so

W/V = −(e₀/2)(2σ_rr+σ_zz) = (e₀/2)[(4μ−2λ_I)A + 3K_I e₀].

A wide plate holds all its energy inside, so its W scales with its stiffness. For our volume the results are 2.39 eV for the sphere, 2.33 eV for the long needle and 2.10 eV for the plate. The long needle beats the sphere by 0.07 eV, and a needle of aspect ratio 5 by somewhat less, but a plate beats both. The order is the same at half the matrix stiffness, and it reverses at twice the matrix stiffness, again with the needle in the middle.

Q: Is there any misfit for which elasticity does prefer a needle to a sphere?

A: Yes, one that is not purely dilatational. Keep equal moduli, and let the misfit along the needle axis be 0.9e₀ while the two transverse components stay at e₀. By the same minimum argument, a small change δe in the axial misfit changes the energy by −Vσ_zz δe. Inside an ellipsoid

σ_zz = λe₀(g−3) + 2μe₀(gN−1) = −2μg e₀(1−N),

where I used λ(3−g) = 4μν/(1−ν), so that λ(3−g)+2μ = 2μg. With δe = −0.1e₀, the energy falls by the fraction 0.1(1−N). The needle gains over the sphere by

0.1 × 2.622 eV × (1/3 − 0.0558) = 0.073 eV

to first order; the calculation with all orders in the misfit change gives 0.069 eV. Here the needle benefits because less mismatch remains along the direction in which it is held. The preference comes from the departure from a pure dilatation.

Q: And if the oxide is crystalline, with direction-dependent stiffness?

A: For equal stiffness in inclusion and matrix there is a general bound, whatever the anisotropy and whatever the uniform misfit e*_ij. Resolve χ and u into plane waves of wave vector k along n. The strain of each wave has the form of the symmetric part of n_i a_j, with a free vector a, times the amplitude χ_k. Minimizing each wave separately gives

W = ∫d³k/(2π)³ |χ_k|² B(n),
B(n) = min over a of ½C_ijkl(n_i a_j − e*_ij)(n_k a_l − e*_kl).

The total weight ∫d³k|χ_k|²/(2π)³ is V, so W/V is an average of B. A wide, thin plate concentrates its weight at its own normal, so B(n) is its energy per volume. An average cannot lie below the smallest value: no shape beats the best plate, though a needle may tie with it. For isotropic stiffness and dilatational misfit, B cannot depend on direction, and we recover the shape-independent result.

As a cubic example, take a Zener ratio 2C₄₄/(C₁₁−C₁₂) of 1.5, holding K and the Voigt-average shear modulus fixed. A needle of aspect ratio 5 along [001] lies 0.094 eV below the sphere, and a wide (001) plate lies 0.37 eV below it. For this axis elasticity again prefers the needle to the sphere, but not to the plate. The sign depends on the axis and on the anisotropy: the same needle along [111] lies about 0.07 eV above the sphere, and for a Zener ratio of 0.5 the [001] needle lies above the sphere and the [111] needle below it.

Q: You have kept an infinite body throughout. My film is 10 nm thick.

A: Then let us place the centre at depth c = 5 nm below one free surface, z = 0, with the axis normal to it. For a point source take f₁ = 1/r₁, its mirror image f₂ = 1/r₂ and ψ = ∂_z f₂, and try

u = ∇f₁ + α∇f₂ + βz∇ψ + κψẑ.

Force balance, (1−2ν)∇²u + ∇div u = 0, requires 2β(1−2ν)+β+κ = 0, or κ = −(3−4ν)β. On the surface ∂_z f₁ = −ψ and ∂_z²f₁ = ∂_zψ. Zero shear traction then requires 2α−2+β+κ = 0, and zero normal traction 1+α+β+κ−2νβ = 0. The solution is β = 2, α = 3−4ν.

The surface therefore adds the dilatation (β+κ)∂_zψ = −4(1−2ν)∂_z²f₂. Each volume element of the inclusion is a source of strength −g e₀/4π. Since the surface is traction-free, W = −(e₀/2)∫_Vσ_kk d³r still holds, and

ΔW = −(3Kg e₀²/2π)(1−2ν)∬_V ∂_z²(1/r₂) d³r d³r′.

For a sphere the harmonic integrand may be replaced by its value at the centres, 2/(2c)³ = 1/(4c³). Dividing by W gives

ΔW/W = −[(1+ν)/6](R/c)³ = −0.585%.

Integrating over the needle gives −1.11%. The needle gains 0.014 eV over the sphere, a real preference but a small one here. This counts one surface only; the film's other surface, equally near, is left out.

Q: How far would you trust these numbers for an actual device?

A: The parameters are rough values meant for the regime of a filamentary transition-metal-oxide cell, not data for a particular oxide. A film of about 10 nm and a field of order 1 MV/cm are in that regime. The misfit and the interface energy are the least certain. At 1 MV/cm the interface energy would have to fall to about 0.3 × 1.456/19.38 = 0.02 J/m² before the field won. Doubling e₀ would quadruple the elastic energy and still separate no shapes in the ideal model. It would also quadruple every shape-dependent elastic term, so their smallness rests on e₀ = 0.01: the cubic term of 0.094 eV would be about 2.3 eV at e₀ = 0.05, where linear elasticity and a coherent boundary are themselves doubtful. Real cells have electrodes instead of free surfaces, graded composition instead of a sharp boundary, and filaments that grow under current, possibly far from equilibrium. A rigid, firmly bonded electrode would even reverse the sign of the surface term. I have not calculated how far all this changes the result.

Some other omissions can be sized. The pressure in the inclusion is Ke₀(3−g) = 1.98 GPa. If K rises by 4 GPa per GPa of pressure, that is a 4.6% stiffness change, smaller than the 20% mismatch above. Outside the sphere the strains at the boundary are −2g e₀/3 radially and g e₀/3 tangentially, so the peak shear stress there is μg e₀ = 1.49 GPa. At the needle's tip it is larger by the factor 3(1−N)/2, which gives 2.10 GPa. I have assumed that the oxide bears this without plastic flow. Heating the whole body by 500 K, with an expansion mismatch of 5 × 10⁻⁶ per K that adds to e₀, raises the misfit to 0.0125 and the elastic energy by a factor of 1.56, equally for both shapes. A filament hotter than its surroundings is a different problem, because the misfit then extends into the matrix.

Q: So I may still mention elasticity when I explain a needle, provided I say which part of it?

A: Yes. Name the uneven misfit, the anisotropy, the stiffness difference or the surface, and give its sign and size. In the examples here, with e₀ = 0.01, a filament 0.8 times as stiff as the oxide, a needle along [001] at Zener ratio 1.5 and a free surface, each of them favours the needle over the sphere by less than 0.1 eV, against kT = 0.069 eV at 800 K and an interface cost of 19.4 eV. The dilatational misfit itself contributes 2.62 eV to either shape. The numerical output lists the main values used here.

Computed results

```
shear modulus: 80 GPa
Poisson ratio: 0.3
bulk modulus: 173.3 GPa
linear misfit e0: 0.01
factor g: 1.857
W/V formula: 29.71 MPa (= MJ/m3)
W/V formula: 0.1855 eV/nm3
W/V cube, surface integral: 0.18546 eV/nm3
W/V bar 1:1:5, surface integral: 0.18546 eV/nm3
W/V slab 5:5:1, surface integral: 0.18546 eV/nm3
W/V spheroid aspect 0.2: 0.18546 eV/nm3
W/V spheroid aspect 1: 0.18546 eV/nm3
W/V spheroid aspect 5: 0.18546 eV/nm3
inside share, sphere: 38.1 %
inside share, needle: 53.6 %
inside share, plate: 100 %
sphere radius: 1.5 nm
nucleus volume: 14.14 nm3
needle aspect ratio: 5
needle length: 8.772 nm
needle diameter: 1.754 nm
elastic energy, sphere: 2.622 eV
elastic energy, needle: 2.622 eV
interface energy density: 0.3 J/m2
area sphere: 28.27 nm2
area needle: 38.62 nm2
interface cost needle-sphere: 19.38 eV
relative permittivity: 25
applied field: 1 MV/cm
N of needle: 0.05582
electric energy, sphere: -0.293 eV
electric energy, needle: -1.749 eV
total needle-sphere: 17.92 eV
formal balance field: 3.65 MV/cm
tip field at applied field: 17.9 MV/cm
tunnel width, 1.5 eV barrier: 0.84 nm
stiffness x0.8, sphere (limit): 2.394 eV
stiffness x0.8, needle (limit): 2.325 eV
stiffness x0.8, plate (limit): 2.098 eV
Zener 1.5: needle-sphere: -0.0938 eV
Zener 1.5: (001) plate-sphere: -0.374 eV
axial misfit x0.9: needle-sphere: -0.069 eV
free surface at 5 nm, sphere: -0.585 %
free surface at 5 nm, needle: -1.11 %
free surface: needle-sphere: -0.0138 eV
pressure in inclusion: 1.98 GPa
bulk modulus change, dK/dP=4: 4.6 %
peak shear stress at sphere: 1.49 GPa
thermal misfit, 500 K x 5e-06/K: 0.0025
energy factor from thermal misfit: 1.56
kT at 800 K: 0.0689 eV
```
